# Spin-Seebeck Current from Thermal Spin Pumping and Interface Noise, part 2

A magnet in contact with a metal exchanges angular momentum with it in two ways. Precession pumps a spin current into the metal, and the random field of the metal's electrons drives a noise current back. We seek the net current, first for one quantum mode and then for a film.

The unit vector $\mathbf m$ along the magnetization has equilibrium direction $+\hat z$, along the field $B$. The magnet has magnetization $M_s$, volume $V$, moment $\mu=M_sV$, gyromagnetic ratio $\gamma>0$ and angular momentum $\mathbf L=-(\mu/\gamma)\mathbf m$. The current $I_s$ is the angular momentum along $+\hat z$ passing into the metal per unit time, so it has the unit of energy. Formulas are in SI form unless constants are set to 1.

A mode of frequency $\omega_0$ ($\gamma B$ for the single magnet) has damping $\alpha_0$ from the lattice at $T_L$ and $\alpha_{sp}$ from the metal's electrons at $T_e$, with $\alpha=\alpha_0+\alpha_{sp}\ll1$. For small precession $\psi=m_x+im_y$, $m_z\approx1-|\psi|^2/2$, and with the random field $b=b_x+ib_y$

$$\dot\psi=i\omega_0\psi+i\alpha\dot\psi-i\gamma b. \tag{4}$$

Precession at angular frequency $\omega$ pumps the current $(\hbar g_r/4\pi)\,\omega|\psi|^2$, where $g_r$ is the real mixing conductance of the whole interface. Pumping and noise together give

$$I_s=4\alpha_{sp}\alpha_0\int\frac{d\omega}{2\pi}\,\frac{\omega\,(\Theta_L-\Theta_e)}{|R(\omega)|^2}, \tag{11}$$

with $R(\omega)=\omega_0-\omega+i\alpha\omega$ and $\Theta_j=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT_j}$.

For a classical mode, $k_BT\gg\hbar\omega_0$, the mode temperature $T_m$ is defined by equipartition and obeys

$$\alpha T_m=\alpha_0T_L+\alpha_{sp}T_e,\qquad T_m-T_e=\frac{\alpha_0}{\alpha}(T_L-T_e). \tag{13}$$

The classical law is then

$$\boxed{I_s=2\alpha_{sp}k_B(T_m-T_e)} \tag{14}$$

## 9. One quantum mode

For small $\alpha$, and temperatures not far below $\hbar\omega_0/k_B$, the integral comes mainly from a range of order $\alpha\omega_0$ around $\omega_0$, where $\Theta_L-\Theta_e$ hardly changes. Take it out of the integral at $\omega_0$. The remaining integral is $1/2\alpha$ to leading order, and

$$I_s=2\alpha_{sp}\frac{\alpha_0}{\alpha}\big[\Theta_L(\omega_0)-\Theta_e(\omega_0)\big].$$

Let $n(\omega,T)=1/(e^x-1)$ with $x=\hbar\omega/k_BT$. Since $\coth(x/2)=(e^x+1)/(e^x-1)=1+2n$, we have $\Theta=\hbar\omega(n+\tfrac12)$, and the halves cancel in the difference. The occupation $n_m$ of the mode is the average of the two bath values, weighted by damping:

$$\alpha n_m=\alpha_0n(\omega_0,T_L)+\alpha_{sp}n(\omega_0,T_e).$$

Subtracting $\alpha n(\omega_0,T_e)$ from both sides gives $n_m-n(\omega_0,T_e)=(\alpha_0/\alpha)[n(\omega_0,T_L)-n(\omega_0,T_e)]$. Therefore

$$\boxed{I_s=2\alpha_{sp}\,\hbar\omega_0\,[\,n_m-n(\omega_0,T_e)\,]} \tag{15}$$

This is a rate equation. Without noise, $\dot\psi(1-i\alpha)=i\omega_0\psi$, so $\dot\psi\approx(i-\alpha)\omega_0\psi$. The amplitude decays at the rate $\alpha\omega_0$, and the magnon number, which is quadratic in it, at $2\alpha\omega_0$. The metal's share is $2\alpha_{sp}\omega_0$, and each magnon delivers $\hbar$. The second term in (15) is the return flow of magnons created by the electrons.

The temperature of the mode is defined by $n_m=n(\omega_0,T_m)$. Equation (15) is a difference of Bose functions, which is not in general proportional to $T_m-T_e$. For a small difference it is, with

$$\hbar\omega_0\frac{\partial n}{\partial T}=k_BF(x),\qquad F(x)=\frac{x^2e^x}{(e^x-1)^2}=\Big(\frac{x/2}{\sinh(x/2)}\Big)^2\approx1-\frac{x^2}{12}\quad(x\ll1). \tag{16}$$

The classical law returns for $x\ll1$. For $x\gg1$ the resonant part is frozen out, with $F\approx x^2e^{-x}$. The low-frequency tail of the full integral falls only as a power of the temperature and finally exceeds it. Equation (15) is safe while $e^{-x}$ stays well above $\alpha$.

The narrow-resonance step can be sized. With $\hbar=k_B=\omega_0=1$, $\alpha_0=\alpha_{sp}=10^{-3}$, $T_L=1.5$ and $T_e=1$, a sum over a fine frequency grid gives $4.727\times10^{-4}$ for the full integral, and (15) gives $4.732\times10^{-4}$. The relative difference is 0.1%.

## 10. Interface damping of film modes

Consider a film of thickness $d$ and area $A$, with the metal on one face. Let $s$ be the depth measured from that face. The spin axis $\hat z$ lies in the plane. Exchange alone would not distinguish it from the normal, but a field along the normal must first overcome the demagnetizing field $\mu_0M_s$, which is 0.18 T for the film of Section 13. With unpinned surfaces the modes are plane waves in the plane and vary as $\cos(k_ss)$ in depth, with $k_s=n\pi/d$ and $n=0,1,2,\dots$

Let $g$ be the mixing conductance per area, and let the mode have amplitude $\psi_0$ at the interface. The angular momentum stored by the excitation follows from $L_z=-(\mu/\gamma)m_z$ and $m_z\approx1-|\psi|^2/2$. Per area it is

$$\frac{M_s}{2\gamma}\int_0^d|\psi|^2ds=\frac{M_sd}{2\gamma}\,\frac{|\psi_0|^2}{w_n},\qquad w_0=1,\quad w_{n\ge1}=2,$$

because $\cos^2$ averages to 1 for $n=0$ and to $\tfrac12$ otherwise. The pumped loss per area and time is $(\hbar g/4\pi)\,\omega|\psi_0|^2$. Loss divided by store is the decay rate $2\alpha_n\omega$, so

$$\alpha_n=\frac{\gamma\hbar g}{4\pi M_sd}\,w_n. \tag{17}$$

A standing wave has its full amplitude at the interface but a smaller average in the film, so its interface damping constant is twice that of the uniform mode.

## 11. Adding the modes

We work to first order in $g$, which requires that a magnon reaching the metal is mostly reflected (Section 14 sizes the error), and assume that processes inside the film keep the magnons in a Bose distribution at $T_m$, with zero chemical potential. Different modes are then uncorrelated. The pumped current is quadratic in the surface amplitude, so it is a sum over modes. The noise current depends on the response of the surface to the noise at the surface, and that response is also a sum over modes. Each mode thus contributes (15) with its own $\alpha_n$:

$$J_s=\frac1A\sum_{\mathbf q,n}2\alpha_n\,\hbar\omega\,[n(\omega,T_m)-n(\omega,T_e)], \tag{18}$$

where $J_s$ is the current per area and $\mathbf q$ the in-plane wave vector.

A small system shows the addition at work. Take five sites in a row with free ends, frequencies $1+2[1-\cos(\pi n/5)]$, bulk damping $10^{-3}$ on every site at temperature 1.5, and an extra damping $2\times10^{-6}$ on the end site from a metal at temperature 1, with $\hbar=k_B=1$. The frequency integral with the full matrix response gives $1.584\times10^{-6}$. The sum over modes, weighted by their squared amplitude on the end site, gives $1.586\times10^{-6}$. Equipartition in every mode would give $2.0\times10^{-6}$, which is 26% above the mode sum, because these frequencies are not small compared with the temperatures.

For a thick film the sums become integrals. In the plane, $A^{-1}\sum_{\mathbf q}\to\int d^2q/(2\pi)^2$. In depth, let $f(k_s)$ be the even function that is summed. The weights $w_n$ make the sum symmetric:

$$\frac1d\sum_{n\ge0}w_nf\Big(\frac{n\pi}d\Big)=\frac1d\sum_{n=-\infty}^{\infty}f\Big(\frac{n\pi}d\Big)\to\frac1\pi\int_{-\infty}^\infty f\,dk_s=2\int_{-\infty}^{\infty}\frac{dk_s}{2\pi}f .$$

The factors in (18) are then 2 from the decay rate, $\gamma\hbar g/4\pi M_s$ from (17), and 2 from the surface weight. Their product is

$$P=\frac{\gamma\hbar g}{\pi M_s},$$

and what remains is the magnon energy density $u(T)=\int\frac{d^3k}{(2\pi)^3}\hbar\omega\,n(\omega,T)$:

$$\boxed{J_s=P\,[u(T_m)-u(T_e)]\approx P\,C_m\,(T_m-T_e)},\qquad C_m=\frac{du}{dT}. \tag{19}$$

The length $P$ contains the mixing conductance and the magnetization, and the magnon heat capacity per volume $C_m$ contains the magnon spectrum. At given $T_m$ and $T_e$ the thickness has dropped out: a thicker film has more modes, each more weakly damped by the interface.

## 12. The heat capacity

Let the magnon energy be $\varepsilon=Dk^2$, with stiffness $D$ and a negligible gap. From $k=(\varepsilon/D)^{1/2}$ follows $k^2dk=\tfrac12D^{-3/2}\varepsilon^{1/2}d\varepsilon$. With $d^3k/(2\pi)^3=k^2dk/2\pi^2$,

$$u=\frac{1}{4\pi^2D^{3/2}}\int_0^\infty\frac{\varepsilon^{3/2}\,d\varepsilon}{e^{\varepsilon/k_BT}-1}=\frac{(k_BT)^{5/2}}{4\pi^2D^{3/2}}\,\Gamma(\tfrac52)\,\zeta(\tfrac52).$$

The last step expands $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$ and uses $\int_0^\infty x^{3/2}e^{-jx}dx=\Gamma(\tfrac52)j^{-5/2}$. With $\Gamma(\tfrac52)=3\sqrt\pi/4$ and $(4\pi)^{3/2}=8\pi^{3/2}$,

$$u=\tfrac32\zeta(\tfrac52)\,k_BT\,\nu,\qquad\nu=\Big(\frac{k_BT}{4\pi D}\Big)^{3/2},\qquad C_m=\tfrac{15}4\zeta(\tfrac52)\,k_B\,\nu, \tag{20}$$

since $u\propto T^{5/2}$. Equipartition could not replace this result. It would give $k_B$ for each mode, and the number of modes in a parabolic band without an upper edge is infinite.

## 13. Worked example

The parameters are round values in the regime of an iron-garnet film with a platinum contact, and they are rough: $M_s=140$ kA/m, $g=5.0$ nm⁻², $D=5.0$ meV nm², $B=0.1$ T, $d=50$ nm, $T=300$ K and $T_m-T_e=1$ mK. With a g-factor of 2, $\gamma\hbar=1.855\times10^{-23}$ J/T.

Without dipolar fields the gap $\gamma\hbar B$ is 0.0116 meV, while $k_BT=25.85$ meV. The uniform mode is thus classical. Its interface damping from (17) is $1.05\times10^{-3}$, and the classical law gives it a current $2\times1.05\times10^{-3}\times k_B\times1\ \text{mK}=0.18$ neV.

For the whole film, to first order in $g$,

$$P=\frac{1.855\times10^{-23}\times5.0\times10^{18}}{\pi\times1.4\times10^5}\ \text{m}=0.211\ \text{nm},$$

$$\nu=\Big(\frac{25.85}{4\pi\times5.0}\Big)^{3/2}\text{nm}^{-3}=0.264\ \text{nm}^{-3}.$$

With $\zeta(\tfrac52)=1.341$ and $k_B=0.0862$ meV/K, (20) gives $C_m=0.114$ meV/(nm³ K). Numerical integration with the gap included lowers this by about 0.02%. Then $PC_m=0.0241$ meV/(nm² K), and since 1 meV/nm² is $1.602\times10^{-4}$ J/m²,

$$J_s=3.87\times10^{-6}\times10^{-3}\ \text{J/m}^2=3.9\ \text{nJ/m}^2 .$$

Multiplication by $2e/\hbar$ expresses this as the difference between the charge currents of the two spin directions, $1.2\times10^3$ A/cm².

## 14. Where the number fails

**Strong absorption.** This is the largest of the effects sized here. Let a magnon wave of unit amplitude reach the interface with depth component $k_s>0$ and return with amplitude $r$. Its velocity along the depth is $2Dk_s/\hbar$. By Section 10, the pumped loss divided by the stored angular momentum per depth is $\tfrac12P\omega$ for unit amplitude, and the amplitude at the interface is $1+r$. Inflow minus outflow equals the loss:

$$\frac{2Dk_s}{\hbar}(1-r^2)=\frac{P\omega}{2}(1+r)^2 .$$

With $\hbar\omega=Dk^2$ this gives $(1-r)/(1+r)=\beta$, where $\beta=Pk^2/4k_s$. The absorbed fraction is $1-r^2=4\beta/(1+\beta)^2$, whereas the first order in $g$ keeps $4\beta$. For a magnon of energy $k_BT$ at normal incidence $\beta=0.12$, and at grazing incidence $\beta$ is large. Averaged over the thermal magnons of a thick film, the factor $1/(1+\beta)^2$ reduces the current to 0.47 of (19). At $g=0.1$ nm⁻² the same average is 0.96.

**Band edge.** Allow one magnon state per volume $v=1$ nm³. The wave vectors then end at $k_c=(6\pi^2/v)^{1/3}$, where $Dk_c^2=76$ meV, about three times $k_BT$. Numerical integration of $k_BF$ up to $k_c$ gives 0.57 of the uncut heat capacity at 300 K, and 0.99 at 100 K. The room-temperature current falls to about 2.2 nJ/m² to first order in $g$, and to about 1.2 nJ/m² with strong absorption included. This is a measure of the error and not a full correction, since a real band also bends and has higher branches. In a ferrimagnet such as a garnet some of these precess in the opposite sense and carry current of the opposite sign.

**Backflow.** The current builds up a spin accumulation $\mu_s$ in the metal, the difference in electrochemical potential between electrons with angular momentum $+\hbar/2$ and $-\hbar/2$. Creating a magnon flips an electron from the first kind to the second and releases $\mu_s$. The electrons then supply the energy $\varepsilon-\mu_s$ instead of $\varepsilon$. This replaces $\varepsilon$ in their Bose function and in the prefactor, which counts the electron-hole pairs available at that energy. At equal temperatures, to first order in $\mu_s$, the current changes by $-K\mu_s$, with

$$K=P\int\frac{d^3k}{(2\pi)^3}\,\varepsilon\Big(-\frac{\partial n}{\partial\varepsilon}\Big)=\tfrac32Pn_{mag},\qquad n_{mag}=\zeta(\tfrac32)\,\nu=0.69\ \text{nm}^{-3}.$$

The factor $\tfrac32$ comes from integrating $\varepsilon^{3/2}(-\partial n/\partial\varepsilon)$ by parts, and $n_{mag}$ is the magnon density without a gap. The gap of the 0.1 T field lowers it to 0.67 nm⁻³ and $K$ by 2%.

In a metal of conductivity $\sigma$, spin diffusion length $\lambda$ and thickness $t$, the accumulation decays by diffusion and no spin current leaves the outer face. At distance $\ell$ from the interface it varies as $\cosh[(t-\ell)/\lambda]$. The spin current in charge units at the interface is then $(\sigma/2e\lambda)\mu_s\tanh(t/\lambda)$. Setting this equal to $(2e/\hbar)J_s$ gives $\mu_s=rJ_s$, with $r=(4e^2/\hbar)(\lambda/\sigma)\coth(t/\lambda)$. From $J_s=PC_m(T_m-T_e)-KrJ_s$, the current is reduced by the factor $1/(1+Kr)$. For rough values $\sigma=2$ MS/m, $\lambda=1.5$ nm and $t=5$ nm this is 0.86, with $K$ to first order in $g$. It should not simply be multiplied by the two factors above, because strong absorption and the band edge also lower $K$.

**Smaller effects.** Since $u\propto T^{5/2}$, a finite difference $\delta=T_m-T_e$ multiplies the linear law by about $1+3\delta/4T_e$, which is 2.5% for 10 K at 300 K. Thermal magnons reduce the magnetization by the fraction $n_{mag}\gamma\hbar/M_s=0.09$, which indicates the scale of the neglected magnon interactions. The dipolar energy $\gamma\hbar\mu_0M_s$ is $8\times10^{-4}$ of $k_BT$. It can distort the slowest modes but has little weight among thermal ones.

## 15. The model beside a real device

The worked example takes its rough parameters from a garnet film with a platinum contact. The mixing conductance depends strongly on how the interface was prepared. $J_s$ grows in proportion to it while the interface absorbs weakly. At $g=5$ nm⁻² the growth is closer to a square root. The difference of 1 mK is a choice, not a measured value. In a device it follows from heat exchange among magnons, lattice and electrons, which this derivation does not treat.

The parabolic band and the first order in $g$ both fail at room temperature. Measured against the sharply cut parabola of Section 14, together they overestimate the current by a factor of about three. The factor depends on the shape of the band: a simple cubic exchange lattice with spacing 1 nm and the same $D$ gives 0.75 nJ/m², a factor of about five. A single $T_m$ with zero chemical potential is also an idealization. A magnon chemical potential $\mu_m$ adds $K\mu_m$ to the current. This equals the thermal term when $\mu_m=C_m(T_m-T_e)/(\tfrac32n_{mag})$, about $1.1\times10^{-4}$ meV here to first order in $g$ with the uncut band, and about $0.6\times10^{-4}$ meV with strong absorption and the band edge included. So small a value, comparable with $k_B$ times 1 mK, would change the current by its own size.

The slowest modes need separate care. If the lattice damping of the uniform mode is about $10^{-4}$, a rough figure for a good garnet, then $\alpha_0/\alpha\approx0.09$ in a 50 nm film. With these two baths alone, that mode stays close to the electron temperature. Equation (15) still holds for it with its own $n_m$, but the common $T_m$ of (19) does not apply.

For design, (19) and (20) give $J_s\propto gT^{3/2}(T_m-T_e)/(M_sD^{3/2})$. This holds for thermal energies well above the magnon gap and well below the band edge, weak absorption at the interface, small backflow and a fixed temperature difference. The worked example does not meet the conditions on absorption and band edge, so there the rule gives only the direction of a small change. A change of material or interface that also alters $T_m-T_e$ must be judged by the product.

Numerical values quoted here were computed with a short program.
